# Step-Response Delay of a Metal Sheet on a Dielectric Slab: test program

```python
"""Step-response delay of a heated metal sheet on a dielectric slab.

Result under test:
    integral_0^inf [1 - theta(t)/theta_inf] dt = C_m d/k + d^2/(3 alpha)
theta: metal temperature rise after a constant heat flux is switched on
C_m:   areal heat capacity of the metal (J/m^2/K)
d, k:  thickness (m) and thermal conductivity (W/m/K) of the dielectric
alpha: thermal diffusivity of the dielectric (m^2/s)
The far face of the dielectric is held at the sink temperature.
All internal quantities are in SI units.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve

# Rough typical values: copper film, silicon dioxide, silicon substrate
metal_thickness = 100e-9
metal_heat = 3.45e6            # J/m^3/K
metal_conductivity = 250.0     # thin film, W/m/K
resistivity = 2.5e-8           # thin film, ohm m
resistivity_slope = 0.0027     # relative change per K
current_density = 1e11         # A/m^2
strip_width = 20e-6
d = 300e-9
k = 1.3
slab_heat = 1.65e6             # J/m^3/K
silicon_conductivity = 148.0
silicon_heat = 1.65e6
contact = 1e-8                 # each contact, m^2 K/W

alpha = k / slab_heat
C_m = metal_thickness * metal_heat
flux = resistivity * current_density**2 * metal_thickness
slab_resistance = d / k
final_rise = flux * slab_resistance
metal_part = C_m * d / k
slab_part = d**2 / (3 * alpha)
delay = metal_part + slab_part


class Chain:
    """Finite-volume heat chain, heated at node 0, last link to the sink."""

    def __init__(self, metal_capacity, r_metal=0.0, r_sink=0.0,
                 feedback=0.0, cells=400):
        cap = np.full(cells + 1, slab_heat * d / cells)
        cap[[0, -1]] /= 2
        link = np.full(cells, k * cells / d)
        if r_metal > 0:
            cap = np.r_[metal_capacity, cap]
            link = np.r_[1 / r_metal, link]
        else:
            cap[0] += metal_capacity
        if r_sink > 0:
            link = np.r_[link, 1 / r_sink]
        else:
            cap = cap[:-1]
        diagonal = link + np.r_[0.0, link[:-1]]
        diagonal[0] -= feedback
        off = -link[:-1] / np.sqrt(cap[:-1] * cap[1:])
        self.rates, self.vectors = eigh_tridiagonal(diagonal / cap, off)
        self.cap = cap

    def amplitudes(self, node=0):
        norm = np.sqrt(self.cap[node] * self.cap[0])
        return self.vectors[node] * self.vectors[0] / norm / self.rates

    def steady(self, node=0):
        """Final rise per unit heat flux."""
        return self.amplitudes(node).sum()

    def deficit(self, times, node=0):
        """Normalized distance from the final temperature."""
        decay = np.exp(-np.outer(times, self.rates))
        return decay @ self.amplitudes(node) / self.steady(node)

    def delay(self, node=0):
        """Time integral of the deficit, by quadrature in log time."""
        log_t = np.linspace(np.log(1e-7), np.log(50.0), 3000)
        log_t = log_t - np.log(self.rates[0])
        times = np.exp(log_t)
        return trapezoid(self.deficit(times, node) * times, log_t)


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# Main result, from light to heavy metal loads
for load in (0.0, 0.1, 1.0, 10.0):
    trial = Chain(load * C_m)
    assert close(trial.delay(), load * metal_part + slab_part, 1e-4)

base = Chain(C_m)
numerical_delay = base.delay()
assert close(base.steady() * flux, final_rise, 1e-6)

# Time-integrated deficit inside the slab, at mid-depth
z = d / 2
profile = C_m * (d - z) / k + (d**2/3 - z**2/2 + z**3/(6*d)) / alpha
measured = base.delay(200) * base.steady(200) / base.steady()
assert close(measured, profile, 1e-4)

# Delay of the heat flux that enters the sink
sink_delay = metal_part + d**2 / (2 * alpha)
assert close(base.delay(len(base.cap) - 1), sink_delay, 1e-4)

# Low-frequency expansion of the normalized thermal impedance
x, load_ratio = sp.symbols("x load_ratio", positive=True)
impedance = 1 / (load_ratio * x**2 + x * sp.cosh(x) / sp.sinh(x))
expansion = sp.series(impedance, x, 0, 4).removeO()
difference = expansion - (1 - (load_ratio + sp.Rational(1, 3)) * x**2)
assert sp.simplify(difference) == 0

# Slowest mode and positivity of the modal weights
heat_ratio = slab_heat * d / C_m
root = brentq(lambda y: y * np.sin(y) - heat_ratio * np.cos(y),
              1e-6, np.pi / 2)
slowest = d**2 / (alpha * root**2)
assert close(1 / base.rates[0], slowest, 1e-4)
assert np.all(base.amplitudes() >= 0) and slowest > delay
slow_weight = base.amplitudes()[0] / base.steady()
fraction_at_delay = 1 - base.deficit(np.array([delay]))[0]


# Contact resistances on the two sides of the slab
def contact_delay(r_metal, r_sink):
    total = r_metal + slab_resistance + r_sink
    cubes = (r_sink + slab_resistance)**3 - r_sink**3
    return C_m * total + slab_heat * k * cubes / (3 * total)


for pair in ((contact, 0.0), (0.0, contact), (contact, contact),
             (20 * contact, 10 * contact)):
    assert close(Chain(C_m, *pair).delay(), contact_delay(*pair), 1e-4)
with_contacts = contact_delay(contact, contact)
contact_rise = flux * (slab_resistance + 2 * contact)

# Resistivity feedback at constant current, also for a strong case
gain = resistivity_slope * final_rise
for g in (gain, 0.5):
    hot = Chain(C_m, feedback=g / slab_resistance)
    assert close(hot.delay(), delay / (1 - g), 1e-4)
    assert close(hot.steady(), slab_resistance / (1 - g), 1e-5)

# Silicon as a semi-infinite body instead of an ideal sink
silicon_effusivity = np.sqrt(silicon_conductivity * silicon_heat)


def metal_rise(time, silicon):
    def transform(s):
        wave = 1 / (mp.sqrt(k * slab_heat) * mp.sqrt(s))
        end = 1 / (silicon_effusivity * mp.sqrt(s)) if silicon else 0
        tangent = mp.tanh(d * mp.sqrt(s / alpha))
        slab = wave * (end + wave * tangent) / (wave + end * tangent)
        return flux * slab / (1 + s * C_m * slab) / s
    return float(mp.invertlaplace(transform, time, method="talbot"))


def silicon_bound(time):
    return 2 * flux * np.sqrt(time / np.pi) / silicon_effusivity


assert close(metal_rise(delay, False),
             final_rise * fraction_at_delay, 1e-4)
silicon_rows = []
for multiple in (1, 5):
    t = multiple * delay
    ideal, real = metal_rise(t, False), metal_rise(t, True)
    assert 0 < real - ideal < silicon_bound(t)
    silicon_rows.append((multiple, ideal, real, silicon_bound(t)))
late = 1e4 * delay
assert close(metal_rise(late, True) - final_rise,
             silicon_bound(late), 0.01)
spread = np.sqrt(silicon_conductivity / silicon_heat * 5 * delay)


# Steady heat spreading at a strip edge; lengths in slab thicknesses
def edge_width(n, reach=4):
    columns = 2 * reach * n + 1
    z_diag = np.full(n, 2.0)
    z_diag[0] = 1.0
    x_diag = np.full(columns, 2.0)
    x_diag[[0, -1]] = 1.0
    z_mass = np.ones(n)
    z_mass[0] = 0.5
    x_mass = np.ones(columns)
    x_mass[[0, -1]] = 0.5
    z_stiff = diags([-np.ones(n-1), z_diag, -np.ones(n-1)], [-1, 0, 1])
    side = -np.ones(columns - 1)
    x_stiff = diags([side, x_diag, side], [-1, 0, 1])
    matrix = (kron(z_stiff, diags(x_mass))
              + kron(diags(z_mass), x_stiff)).tocsr()
    heated = np.arange(reach * n + 1)
    free = np.arange(reach * n + 1, n * columns)
    temperature = np.zeros(n * columns)
    temperature[heated] = 1.0
    source = -(matrix @ temperature)[free]
    temperature[free] = spsolve(matrix[free][:, free].tocsc(), source)
    return temperature[-columns:] @ x_mass - reach


# The edge singularity gives a first-order grid error, so extrapolate
edge = 2 * edge_width(40) - edge_width(20)
assert abs(edge - 2 * np.log(2) / np.pi) < 0.01
edge_share = 2 * edge * d / strip_width

metal_diffusion = metal_thickness**2 * metal_heat / metal_conductivity


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Copper film thickness", metal_thickness * 1e9, "nm")
show("Copper heat capacity", metal_heat / 1e6, "J/(cm3 K)")
show("Copper film thermal conductivity", metal_conductivity, "W/(m K)")
show("Copper film resistivity", resistivity * 1e8, "uohm cm")
show("Relative resistivity slope", resistivity_slope, "1/K")
show("Current density", current_density / 1e10, "MA/cm2")
show("Strip width", strip_width * 1e6, "um")
show("Oxide thickness", d * 1e9, "nm")
show("Oxide conductivity", k, "W/(m K)")
show("Oxide heat capacity", slab_heat / 1e6, "J/(cm3 K)")
show("Silicon conductivity", silicon_conductivity, "W/(m K)")
show("Silicon heat capacity", silicon_heat / 1e6, "J/(cm3 K)")
show("Oxide diffusivity", alpha * 1e4, "cm2/s")
show("Metal areal heat capacity", C_m, "J/(m2 K)")
show("Oxide areal heat capacity", slab_heat * d, "J/(m2 K)")
show("Heat flux", flux / 1e6, "W/mm2")
show("Oxide thermal resistance", slab_resistance * 1e9, "m2 K/GW")
show("Final metal rise", final_rise, "K")
show("Metal part of delay", metal_part * 1e9, "ns")
show("Oxide part of delay", slab_part * 1e9, "ns")
show("Total delay, formula", delay * 1e9, "ns", 5)
show("Total delay, time integration", numerical_delay * 1e9, "ns", 5)
show("Delay of flux into sink", sink_delay * 1e9, "ns")
show("Fraction of final rise at t = delay", fraction_at_delay, "")
show("Single-exponential fraction", 1 - np.exp(-1), "")
show("Slowest-mode root x", root, "")
show("Slowest time constant", slowest * 1e9, "ns", 5)
show("Weight of slowest mode", slow_weight, "")
show("Resistance of each contact", contact * 1e9, "m2 K/GW")
show("Delay, metal-side contact only",
     contact_delay(contact, 0) * 1e9, "ns")
show("Delay, sink-side contact only",
     contact_delay(0, contact) * 1e9, "ns")
show("Delay with both contacts", with_contacts * 1e9, "ns")
show("Delay increase from both contacts",
     100 * (with_contacts / delay - 1), "%", 3)
show("Final rise with both contacts", contact_rise, "K")
show("Resistivity feedback g", gain, "", 3)
show("Delay with feedback", delay / (1 - gain) * 1e9, "ns")
show("Final rise with feedback", final_rise / (1 - gain), "K")
for multiple, ideal, real, bound in silicon_rows:
    show(f"Rise at {multiple} delay(s), ideal sink", ideal, "K")
    show(f"Rise at {multiple} delay(s), 1D silicon", real, "K")
    show(f"Bound on added rise at {multiple} delay(s)", bound, "K", 3)
show("Silicon diffusion length at 5 delays", spread * 1e6, "um", 3)
show("Extra width per edge / oxide thickness", edge, "", 3)
show("Extra conductance from two edges", 100 * edge_share, "%", 3)
show("Diffusion time across metal", metal_diffusion * 1e9, "ns", 2)
print("checks complete")
```

Output:

```
Copper film thickness: 100 nm
Copper heat capacity: 3.45 J/(cm3 K)
Copper film thermal conductivity: 250 W/(m K)
Copper film resistivity: 2.5 uohm cm
Relative resistivity slope: 0.0027 1/K
Current density: 10 MA/cm2
Strip width: 20 um
Oxide thickness: 300 nm
Oxide conductivity: 1.3 W/(m K)
Oxide heat capacity: 1.65 J/(cm3 K)
Silicon conductivity: 148 W/(m K)
Silicon heat capacity: 1.65 J/(cm3 K)
Oxide diffusivity: 0.007879 cm2/s
Metal areal heat capacity: 0.345 J/(m2 K)
Oxide areal heat capacity: 0.495 J/(m2 K)
Heat flux: 25 W/mm2
Oxide thermal resistance: 230.8 m2 K/GW
Final metal rise: 5.769 K
Metal part of delay: 79.62 ns
Oxide part of delay: 38.08 ns
Total delay, formula: 117.69 ns
Total delay, time integration: 117.69 ns
Delay of flux into sink: 136.7 ns
Fraction of final rise at t = delay: 0.6328
Single-exponential fraction: 0.6321
Slowest-mode root x: 0.9743
Slowest time constant: 120.34 ns
Weight of slowest mode: 0.9763
Resistance of each contact: 10 m2 K/GW
Delay, metal-side contact only: 119.6 ns
Delay, sink-side contact only: 124.5 ns
Delay with both contacts: 126.3 ns
Delay increase from both contacts: 7.32 %
Final rise with both contacts: 6.269 K
Resistivity feedback g: 0.0156
Delay with feedback: 119.6 ns
Final rise with feedback: 5.861 K
Rise at 1 delay(s), ideal sink: 3.651 K
Rise at 1 delay(s), 1D silicon: 3.695 K
Bound on added rise at 1 delay(s): 0.619 K
Rise at 5 delay(s), ideal sink: 5.727 K
Rise at 5 delay(s), 1D silicon: 6.63 K
Bound on added rise at 5 delay(s): 1.38 K
Silicon diffusion length at 5 delays: 7.27 um
Extra width per edge / oxide thickness: 0.441
Extra conductance from two edges: 1.32 %
Diffusion time across metal: 0.14 ns
checks complete
```
